# Hall number across a Lifshitz transition at weak and high field

## Question

I am trying to compute the Hall number of the band

$$\varepsilon=-2t_x\cos\kappa_x-2t_y\cos\kappa_y,\qquad t_x>t_y>0,\quad \boldsymbol\kappa=\mathbf k a,$$

as the filling passes the saddle at $(0,\pi)$. There the closed electron pocket opens into two sheets running along $\kappa_y$. I have been told that the Hall number depends smoothly on density at weak field and nonanalytically at high field.

I am stuck on both halves. At weak field the density of states diverges at the saddle, so I don't see why anything should be smooth. At high field the closed pocket should give the electron density, but on the open sheets $\sigma_{yy}$ and $\sigma_{xy}$ both vanish as $B\to\infty$, and I can't tell what survives in the Hall resistivity. Does the Hall number jump?

I would like numbers for $t_x=0.10$ eV, $t_y=0.06$ eV, $a=0.4$ nm, relaxation time $\tau=10$ ps and $B=30$ T.

## Answer

I assume semiclassical motion in one layer, two degenerate spin states (no Zeeman splitting), zero temperature, charge $-e$, $\mathbf B$ along $z$ and one constant $\tau$. Write $E_c=-2t_x+2t_y$ for the saddle energy and $\delta=E-E_c$ for the Fermi energy measured from it. The pocket is closed for $\delta<0$ and open for $\delta>0$. The density $n$ is counted per cell, and I stay below half filling, $n<1$.

### Conductivity from orbits

Let $\mathbf u=\partial\varepsilon/\partial\boldsymbol\kappa$, so the velocity is $\mathbf v=a\mathbf u/\hbar$. With $s=eBa^2t/\hbar^2$, the equation $\hbar\dot{\mathbf k}=-e\mathbf v\times\mathbf B$ becomes

$$\frac{d\kappa_x}{ds}=-u_y,\qquad \frac{d\kappa_y}{ds}=u_x. \tag{1}$$

Write the distribution as $f_0+(-f_0')\phi$. To first order in the electric field, the Boltzmann equation is $\phi/\tau+d\phi/dt=-e\,\mathbf E\cdot\mathbf v$, where $d/dt$ follows the magnetic orbit. Put $\phi=-e(a\tau/\hbar)\,\mathbf E\cdot\mathbf L$. Then

$$\Big(1+b\frac{d}{ds}\Big)\mathbf L=\mathbf u,\qquad b=\frac{eBa^2\tau}{\hbar^2}. \tag{2}$$

The area element is $d^2\kappa=dE\,ds$, because a step along the Fermi line is $|\mathbf u|ds$ and a step across it is $dE/|\mathbf u|$. The current, with spin factor 2, gives

$$\sigma_{ij}=\frac{e^2\tau}{\hbar^2}S_{ij},\qquad S_{ij}=\frac1{2\pi^2}\sum_{\rm orbits}\oint ds\,u_iL_j. \tag{3}$$

The mirror $\kappa_y\to-\kappa_y$ makes $S_{xy}$ odd in $b$, and $S_{yx}(b)=S_{xy}(-b)$, so $S_{yx}=-S_{xy}$. Inverting the tensor gives $\rho_{xy}=-\sigma_{xy}/\det\sigma$. I define the Hall number per cell by $n_H=a^2B/(e\rho_{xy})$, positive for electrons:

$$n_H=-\,b\,\frac{S_{xx}S_{yy}+S_{xy}^2}{S_{xy}}. \tag{4}$$

### Weak field

For small $b$, (2) gives $L_y=u_y-b\,du_y/ds$. The first term drops out of $S_{xy}$ by the mirror. In the second, $du_y/ds=\varepsilon_{yy}u_x$ by (1), where subscripts on $\varepsilon$ are derivatives. Hence $S_{xy}=-bK_H$ with

$$K_H=\frac1{2\pi^2}\int d^2\kappa\,\delta(E-\varepsilon)\,u_x^2\varepsilon_{yy}=\frac1{2\pi^2}\int_{\varepsilon<E}d^2\kappa\;\varepsilon_{xx}\varepsilon_{yy}.$$

The last step uses $u_x\delta(E-\varepsilon)=-\partial_x\Theta(E-\varepsilon)$ and integration by parts; $\varepsilon_{yy}$ does not depend on $\kappa_x$. In the same way $S_{xx}\to K_{xx}$ and $S_{yy}\to K_{yy}$, the same sea integrals of $\varepsilon_{xx}$ and $\varepsilon_{yy}$. In (4) the term $S_{xy}^2$ is of order $b^2$ and drops, so

$$n_H^{\rm weak}=\frac{K_{xx}K_{yy}}{K_H}. \tag{5}$$

At low filling the second derivatives are constant, $K_{xx}=2t_xn$, $K_{yy}=2t_yn$, $K_H=4t_xt_yn$, and $n_H=n$.

Now take the slope. For a sea integral $K_f$ of a function $f$, $dK_f/dE=\frac1{2\pi^2}\sum\oint f\,ds$, while the density of states is $g=dn/dE=\frac1{2\pi^2}\sum\oint ds$. Splitting off the saddle value $f_s$,

$$\frac{dK_f}{dn}=f_s+\frac{r_f}{g},\qquad r_f=\frac1{2\pi^2}\sum\oint (f-f_s)\,ds. \tag{6}$$

Near the saddle $g$ diverges as $\ln(1/|\delta|)$, but $r_f$ stays finite because $f-f_s$ vanishes there. So the divergence you worried about fixes the slope instead of spoiling it: an added electron goes almost entirely to the saddle region. With $\varepsilon_{xx}=2t_x$ and $\varepsilon_{yy}=-2t_y$ there, the logarithmic derivative of (5) gives

$$\frac{dn_H^{\rm weak}}{dn}\bigg|_{n_c}=n_H\left[\frac{2t_x}{K_{xx}}-\frac{2t_y}{K_{yy}}+\frac{4t_xt_y}{K_H}\right] \tag{7}$$

from both sides.

"Smooth" therefore means a continuous first derivative, and no more. Let $r$ be the combination of the $r_f$ that enters the slope of $n_H$. Differentiating $r/g$ once more with respect to $n$ gives the leading term $-rg'/g^3\propto r/(\delta\,g^3)$. It diverges and changes sign at $\delta=0$, so the slope has a cusp.

For your parameters $K_{xx}=0.09624$ eV, $K_{yy}=0.02934$ eV and $K_H=0.002841$ eV² at $n_c=0.6833$, so $n_H=0.994$ and the slope is

$$0.994\,(2.078-4.091+8.449)=6.40.$$

The approach is very slow. At $|\delta|=10^{-4}$ meV the slope is still 5.39 on both sides. The correction explains this: $r\approx-12.1$ eV⁻¹ and $g\approx12.0$ eV⁻¹ give $r/g\approx-1.0$.

### High field, closed pocket

By (1), $u_y=-d\kappa_x/ds$. Equation (2) then gives $L_y=-\kappa_x/b$ to leading order. The constant of integration is zero, because the orbit average of (2) requires $\langle L_y\rangle=\langle u_y\rangle=0$ and $\langle\kappa_x\rangle=0$ by symmetry. With $u_xds=d\kappa_y$,

$$S_{xy}=-\frac1{2\pi^2b}\oint\kappa_x\,d\kappa_y=-\frac{n}{b},$$

since the enclosed area is $2\pi^2n$. For the diagonal parts, insert $u_i=L_i+b\,dL_i/ds$. The total derivative integrates to zero and leaves

$$\oint u_iL_i\,ds=\oint L_i^2\,ds. \tag{8}$$

This is of order $1/b^2$, so $S_{xx}S_{yy}$ is of order $1/b^4$ and negligible beside $S_{xy}^2$. Equation (4) gives $n_H=n$.

### High field, open sheets

Let the sheets be $\kappa_x=\pm k(\kappa_y)$, with

$$\sin^2\frac k2=\frac{\delta+4t_y\cos^2(\kappa_y/2)}{4t_x}.$$

Two averages of $k$ matter. One is uniform in $\kappa_y$; call it $K$. The other is the time average $\langle\cdot\rangle$, with weight $ds=d\kappa_y/(2t_x\sin k)$. The period of a sheet is $P=\int_{-\pi}^{\pi}d\kappa_y/(2t_x\sin k)$. The occupied area is $4\pi K$, so $n=2K/\pi$.

An electron on a sheet drifts steadily along $x$: $L_x\to\langle u_x\rangle=\pm2\pi/P$. The velocity along $y$ still averages to zero, so on the right sheet $L_y=-(k-\langle k\rangle)/b$. The left sheet contributes equally. Using (8) for the diagonal parts,

$$S_{xx}=\frac{2P}{2\pi^2}\Big(\frac{2\pi}{P}\Big)^2=\frac4P,\qquad S_{yy}=\frac{P}{\pi^2b^2}\big(\langle k^2\rangle-\langle k\rangle^2\big),$$

$$S_{xy}=-\frac{2}{2\pi^2b}\int_{-\pi}^{\pi}d\kappa_y\,(k-\langle k\rangle)=-\frac{2}{\pi b}\,(K-\langle k\rangle).$$

This is what survives: $S_{xx}S_{yy}$ and $S_{xy}^2$ are both of order $1/b^2$. Their sum is $\frac{4}{\pi^2b^2}\langle(k-K)^2\rangle$, and (4) becomes

$$n_H^{\rm high}=\frac2\pi\,\frac{\langle(k-K)^2\rangle}{K-\langle k\rangle}. \tag{9}$$

Neither $B$ nor $\tau$ remains, yet this is not the density. Subtract $n=2K/\pi$:

$$n_H^{\rm high}-n=\frac2\pi\,\frac{\langle k^2\rangle-K\langle k\rangle}{K-\langle k\rangle}. \tag{10}$$

The numerator is $P^{-1}\int d\kappa_y\,(k-K)\,k/(2t_x\sin k)$. It is positive, because $k/\sin k$ grows with $k$ and therefore favours $k>K$. Near the transition the electron lingers at the saddle, where $k\approx0$, so $\langle k\rangle<K$ and $n_H>n$.

At half filling, $k(\kappa_y+\pi)=\pi-k(\kappa_y)$. Both averages equal $\pi/2$ and (9) diverges. The weak-field result diverges there too, since $K_H=0$ by the same shift. This is the usual change from electron-like to hole-like response, separate from the Lifshitz transition.

### Is there a jump?

No, but the high-field curve leaves $n_c$ vertically on the open side. To see this we need $P$ at small $\delta$. Let $q=\kappa_y-\pi$, $\lambda=2\sqrt{t_xt_y}$, and split the integral at a small $|q|=q_0$ with $t_yq_0^2\gg\delta$. Inside, $\delta=t_xk^2-t_yq^2$, so

$$P_{\rm in}=\int_{-q_0}^{q_0}\frac{dq}{2\sqrt{t_x(\delta+t_yq^2)}}\approx\frac1\lambda\ln\frac{4q_0^2t_y}{\delta}.$$

Outside, set $\delta=0$, $\theta=|q|/2$, $\rho=t_y/t_x$ and then $z=\cos\theta$:

$$P_{\rm out}=\frac2\lambda\int_{q_0/2}^{\pi/2}\frac{d\theta}{\sin\theta\sqrt{1-\rho\sin^2\theta}}=\frac2\lambda\,{\rm artanh}\frac{z_0}{\sqrt{1-\rho+\rho z_0^2}}\approx\frac1\lambda\ln\frac{16}{(1-\rho)q_0^2},$$

with $z_0=\cos(q_0/2)$. The sum is free of $q_0$:

$$P\approx\frac1\lambda\ln\frac{\delta_0}{\delta},\qquad\delta_0=\frac{64\,t_xt_y}{t_x-t_y}.$$

The other integrals in (10) stay finite at $\delta=0$, because $k/\sin k$ does:

$$I=\int_{-\pi}^{\pi}\frac{k\,d\kappa_y}{2t_x\sin k},\qquad J=\int_{-\pi}^{\pi}\frac{k(k-K)\,d\kappa_y}{2t_x\sin k}.$$

So $\langle k\rangle=I/P$, and (10) reads $\frac2\pi J/(KP-I)$. Absorbing $I$ into the logarithm,

$$n_H^{\rm high}-n\approx\frac{2\lambda J}{\pi K}\,\frac1{\ln(\delta_1/\delta)},\qquad \delta_1=\delta_0e^{-\lambda I/K}. \tag{11}$$

This vanishes as $\delta\to0$, so there is no jump. Its slope in energy is proportional to $1/[\delta\ln^2(\delta_1/\delta)]$. Dividing by $g$, which is only logarithmic, still leaves an infinite slope in density. On the closed side the slope is 1.

Here $K=1.073$, $I=41.84$ eV⁻¹, $J=4.603$ eV⁻¹ and $\lambda=0.1549$ eV. The prefactor is 0.423 and $\delta_1=9.60\,e^{-6.04}$ eV $=22.9$ meV. At $\delta=1$ meV, (11) gives $0.423/\ln22.9=0.135$, against 0.131 from (10). At 0.01 meV both give 0.055. The slope $dn_H/dn$ is 7.4, 20 and 79 at 1, 0.1 and 0.01 meV.

### Numbers at 30 T

Your field and $\tau$ give $b=110.8$ eV⁻¹. The last column uses (3) and (4) at this $b$, with numerically integrated orbits. It leaves out the Zeeman splitting, which changes the values within a few meV of the saddle, as discussed at the end.

| $\delta$ (meV) | $n$ | weak | high | 30 T |
|---:|---:|---:|---:|---:|
| −100 | 0.331 | 0.343 | 0.331 | 0.331 |
| −10 | 0.632 | 0.818 | 0.632 | 0.632 |
| −1 | 0.677 | 0.964 | 0.677 | 0.678 |
| +1 | 0.690 | 1.025 | 0.821 | 0.821 |
| +10 | 0.735 | 1.254 | 1.080 | 1.080 |
| +60 | 0.929 | 5.090 | 4.618 | 4.618 |

From −1 to +1 meV the density grows by 0.013. The weak-field number grows by 0.061 and the high-field number by 0.145. On a coarse density scale the latter would look like a jump. In areal units $n_c=4.27\times10^{14}$ cm⁻², and the high-field Hall density at +1 meV is $5.13\times10^{14}$ cm⁻².

### Between the two limits

Linearizing (1) at the saddle gives $d^2\kappa_x/ds^2=\lambda^2\kappa_x$, so passing it takes $\Delta s\approx\lambda^{-1}\ln({\rm const}/|\delta|)$. By (2), memory of the motion before the passage survives with weight

$$e^{-\Delta s/b}\propto|\delta|^p,\qquad p=\frac1{b\lambda}=\frac1{\omega_s\tau},\qquad\omega_s=\frac{eBa^2\lambda}{\hbar^2}.$$

For $p<1$ this term gives an infinite slope at finite field too. For $p>1$ it is weaker than the $|\delta|\ln|\delta|$ terms that the density of states produces. As a test, at a field chosen for $p=0.4$, the computed $n_H$ between $10^{-4}$ and $10^{-6}$ meV gave exponents 0.397 (closed) and 0.403 (open). With $\tau=10$ ps, $\omega_s\tau=1$ at 1.75 T; at 30 T it is 17.

### What limits this in a real metal

These are round parameters, roughly in the regime of very clean layered oxide metals. The implied mean free path is about 1 µm, so 10 ps is far longer than in an ordinary sample. At fixed band parameters the field at which $\omega_s\tau=1$ scales as $1/\tau$: for 0.1 ps it would be 175 T. This marks the order of magnitude of the crossover between the two limits, whose midpoint depends on the filling.

The assumption most easily broken is the constant $\tau$. If the scattering rate is $(1-0.3\cos\kappa_y)/\tau$, stronger near the saddle, the weak-field number at $\delta=-1$ meV falls from 0.96 to 0.67. The closed-pocket result $n_H=n$ is safer: with a position-dependent rate, $L_y=-\kappa_x/b$ plus a constant still holds to leading order, and the constant does not contribute around a closed orbit. On the open sheets it does contribute. With the same uneven rate, the 30 T value at $\delta=+1$ meV falls from 0.821 to 0.685, just below the density 0.690, so even the sign of $n_H-n$ there depends on the scattering.

Of the energy scales estimated here, the largest at 30 T is the Zeeman splitting. For $g=2$ it is 3.5 meV, so the two spin species cross the saddle at chemical potentials 1.7 meV on either side of $\delta=0$. Adding their conductivities at fixed chemical potential changes the 30 T value from 0.678 to 0.710 at $\delta=-1$ meV and from 0.821 to 0.729 at $+1$ meV. The rise between these two points shrinks from 0.144 to 0.019. At $\pm10$ meV the change is only about 0.003 or less.

The singularity of each spin species is itself rounded. Close to the saddle, electrons tunnel between orbits (magnetic breakdown). There $\kappa_x$ and $\kappa_y$ act as conjugate variables of an inverted oscillator of frequency $\omega_s$, whose tunnelling probability is $1/(1+e^{2\pi|\delta|/\hbar\omega_s})$. At 30 T $\hbar\omega_s=1.13$ meV, so the probability is 0.36 at 0.1 meV but 0.004 at 1 meV. An energy window of width $\hbar\omega_s$ spans 0.008 electrons per cell, and inside it the vertical slope should not be taken literally.

Temperature matters on a scale similar to that of breakdown. At 4 K, $k_BT=0.34$ meV. Without Zeeman splitting, at fixed chemical potential $\delta=1$ meV, the 30 T value falls from 0.821 to about 0.80; at 3 meV it falls by only about 0.002. Landau oscillations are reduced by the thermal factor $X/\sinh X$ with $X=2\pi^2k_BT/\hbar\omega_c$. At $\delta=-10$ meV the cyclotron energy is $\hbar\omega_c=0.52$ meV, so $X\approx13$ and the factor is about $5\times10^{-5}$ (the output, printed to four decimals, rounds it to 0.0001). Hopping between layers would make the saddle energy depend on $k_z$ and spread the transition over that energy range; I have not included it.

The remaining energies and slopes are in the numerical output below.

## Values computed for the example and the checks

```
tx, ty = 0.10, 0.06 eV; a = 0.4 nm; tau = 10.0 ps
B = 30.0 T; T for thermal estimates = 4.0 K
saddle energy Ec = -0.080 eV; b = 110.79 1/eV
critical density n_c = 0.68326 per cell = 4.270e+14 cm^-2
delta meV | n | nH weak | nH high | nH 30 T (per cell) | wc*tau
 -100.0   0.33091   0.34302   0.33091   0.33092   12.71
  -30.0   0.55162   0.64477   0.55162   0.55172    9.54
  -10.0   0.63193   0.81842   0.63193   0.63226    7.90
   -3.0   0.66547   0.92161   0.66547   0.66612    6.69
   -1.0   0.67661   0.96426   0.67661   0.67760    5.88
    1.0   0.68991   1.02518   0.82116   0.82147   11.76
    3.0   0.70107   1.07762   0.89143   0.89166   13.34
   10.0   0.73485   1.25397   1.08013   1.08029   15.60
   30.0   0.81756   1.91943   1.71365   1.71379   18.17
   60.0   0.92876   5.09004   4.61764   4.61793   19.64
weak nH at n_c = 0.99381 per cell
Kxx, Kyy at n_c = 0.096238, 0.029335 eV; KH = 0.0028407 eV^2
weak slope dnH/dn, limit at n_c = 6.3963
weak slope at delta = -/+ 1e+00 meV: 4.1320, 4.6467
weak slope at delta = -/+ 1e-02 meV: 5.0461, 5.0563
weak slope at delta = -/+ 1e-04 meV: 5.3881, 5.3883
cusp coefficient r, closed/open = -12.148, -12.088 1/eV
weak curvature d2nH/dn2 at 1e-3 meV, closed/open = 5.115e+03, -5.004e+03 cells
high-field open slope dnH/dn at 1, 0.1, 0.01 meV = 7.36, 19.72, 79.23
K, I, J at n_c = 1.07327, 41.8442 1/eV, 4.6029 1/eV
lam = 0.15492 eV; delta0 = 9.600 eV; delta1 = 22.864 meV
log-law amplitude = 0.42297 per cell
nH-n at 1e+00 meV: full 0.13125, log law 0.13515 per cell
nH-n at 1e-02 meV: full 0.05466, log law 0.05468 per cell
nH-n at 1e-04 meV: full 0.03428, log law 0.03428 per cell
power p, expected 0.4: closed 0.3972, open 0.4030
ws*tau at 30 T = 17.16; p = 0.0583
field at which ws*tau = 1: 1.75 T
hbar*ws = 1.130 meV; breakdown probability at 0.1, 1, 3 meV = 0.364, 3.83e-03, 5.7e-08
density width of breakdown window = 0.00794 per cell
kT = 0.345 meV; hbar/tau = 0.0658 meV
nH 30 T at 1 meV: 0 K 0.82147, 4 K 0.80236 per cell
nH 30 T at 3 meV: 0 K 0.89166, 4 K 0.89019 per cell
shift of 4 K value, 20 to 40 energies = -0.00014
hbar*wc at -10 meV = 0.520 meV; Landau thermal factor = 0.0001
weak nH with rate (1-0.3 cos y)/tau at -1, +1 meV = 0.66924, 0.68365
rms speed at -10 meV = 1.001e+05 m/s; mean free path = 1001.3 nm
```
